# How an O2 reference-energy error shifts the predicted surface-oxidation onset

## The form of the answer from a symmetry

A dilute O2 gas acts on a surface through the number of molecules available and the energy each one brings. For independent molecules at temperature $T$, these enter the equilibrium together, in the combination

$$
z\propto p\,e^{E_{\mathrm{O_2}}/kT},
$$

where $p$ is the O2 partial pressure, $E_{\mathrm{O_2}}$ the energy of a molecule in its lowest state, and $k$ Boltzmann's constant. A molecule of higher energy gives up more energy on adsorbing, so fewer molecules are needed to produce the same surface state. The equilibrium is unchanged by the joint replacement

$$
E_{\mathrm{O_2}}\to E_{\mathrm{O_2}}+2\delta,\qquad p\to p\,e^{-2\delta/kT}.
$$

Here $\delta$ is the reference error per O atom, positive when the calculation puts O2 too high in energy. The 2 is there because a molecule contains two atoms. If the surface energies are right, the predicted and true onset pressures therefore obey

$$
\frac{p_{\rm pred}}{p_{\rm true}}=e^{-2\delta/kT}.
$$

For $|\delta|=0.2$ eV the molecular error is 0.4 eV. At 600 K, $kT\approx0.0517$ eV, the exponent is about 7.74, and division by $\ln10\approx2.30$ gives 3.4 decades. At 1000 K, $kT\approx0.086$ eV, the exponent is about 4.6, or 2.0 decades. The estimated factors are thus about 2000 and 100.

The derivation below shows where the combination $z$ comes from, what cancels, and when the estimate fails.

## Chemical potential of the gas

Let $N$ O2 molecules occupy a volume $V$. For an ideal gas of indistinguishable molecules the partition function is

$$
Z=\frac{q^N}{N!},\qquad
q=\frac{V}{\lambda^3}\,q_{\rm int}\,e^{-E_{\mathrm{O_2}}/kT},\qquad
\lambda=\frac{h}{\sqrt{2\pi mkT}},
$$

with $m$ the molecular mass. The energy $E_{\mathrm{O_2}}$ includes the zero-point vibration, so $q_{\rm int}$ counts internal excitations from the ground vibrational level.

It has three factors. The electronic ground state is a spin triplet, whose small splittings are neglected against $kT$; this gives 3. For the common isotope the two nuclei are identical spinless bosons, and the exchange symmetry of the electronic state allows only odd values of the quantum number of the nuclear rotation, written $J$ here (in spectroscopy this number has its own symbol, and $J$ is kept for the total including the electron spin, which takes even values as well). When $kT$ is much larger than the rotational constant $B$, the sum over odd $J$ is half the integral over all $J$:

$$
\sum_{J\ \rm odd}(2J+1)e^{-BJ(J+1)/kT}
\approx\frac12\int_0^\infty e^{-Bx/kT}\,dx=\frac{kT}{2B},
$$

where $x=J(J+1)$ and $dx=(2J+1)\,dJ$. The harmonic vibration, with quantum $h\nu$, contributes a geometric series. Hence

$$
q_{\rm int}=3\,\frac{kT}{2B}\,\frac{1}{1-e^{-h\nu/kT}}.
$$

With $B=0.18$ meV, the condition $kT\gg B$ is well satisfied at both temperatures.

Stirling's formula gives $\ln Z\approx N\ln q-N\ln N+N$. Differentiating at fixed $V$ and $T$,

$$
\mu_{\mathrm{O_2}}=-kT\frac{\partial\ln Z}{\partial N}
=-kT\ln\frac qN .
$$

The ideal-gas law gives $V/N=kT/p$, so

$$
\mu_{\mathrm{O_2}}=E_{\mathrm{O_2}}
-kT\ln\!\left(\frac{kT\,q_{\rm int}}{p\lambda^3}\right).
$$

Dissociative adsorption is the reaction $\mathrm{O_2}\rightleftharpoons2\mathrm{O_{surface}}$. In equilibrium the free energy does not change when one molecule dissociates, which requires $\mu_{\mathrm{O_2}}=2\mu_{\rm O}$. Therefore

$$
\mu_{\rm O}=\frac{E_{\mathrm{O_2}}}{2}
-\frac{kT}{2}\ln\!\left(\frac{kT\,q_{\rm int}}{p\lambda^3}\right).
$$

The coefficient of $\ln p$ is $+kT/2$. Changing $\mu_{\rm O}$ by $\delta$ thus takes a change of $2\delta/kT$ in $\ln p$.

## Onset of an ordered oxygen layer

Let $\varepsilon_s$ be the energy added to the clean surface by one adsorbed O atom, zero-point energy included. The binding energy relative to half a molecule is

$$
E_b=\varepsilon_s-\frac{E_{\mathrm{O_2}}}{2},
$$

which is negative for a bound atom. Each adsorbed atom is given three independent harmonic modes of quantum $\hbar\omega$, and changes in the substrate vibrations are neglected. The partition function of a mode, counted from its ground level, is $(1-e^{-\hbar\omega/kT})^{-1}$, so the thermal vibrational free energy per atom is

$$
F(T)=3kT\ln\!\left(1-e^{-\hbar\omega/kT}\right).
$$

An ordered layer with $n$ atoms has the free energy, relative to the clean surface,

$$
\Delta G=n(\varepsilon_s+F-\mu_{\rm O}).
$$

The layer becomes more stable than the clean surface once $\Delta G$ falls below zero. The onset is at $\Delta G=0$, hence $\mu_{\rm O}=\varepsilon_s+F$. Inserting the gas expression and moving $E_{\mathrm{O_2}}/2$ to the other side,

$$
-\frac{kT}{2}\ln\!\left(\frac{kT\,q_{\rm int}}{p^*\lambda^3}\right)=E_b+F.
$$

Multiplication by $-2/kT$, exponentiation and solution for $p^*$ give

$$
p^*=\frac{kT\,q_{\rm int}}{\lambda^3}
\exp\!\left[\frac{2(E_b+F)}{kT}\right].
$$

Now let the calculated molecular energy be $E_{\mathrm{O_2}}+2\delta$, with $\varepsilon_s$ correct. Since half the molecular energy is subtracted, the calculated binding energy is $E_b-\delta$: oxygen seems too strongly bound. Dividing the two onset pressures,

$$
\frac{p_{\rm pred}}{p_{\rm true}}
=\frac{\exp[2(E_b-\delta+F)/kT]}{\exp[2(E_b+F)/kT]}
=e^{-2\delta/kT}.
$$

The gas prefactor, the surface vibrations and the true binding energy have cancelled. They set the absolute onset but not its relative shift.

## Why interactions and stoichiometry do not change the factor

The onset may instead be defined by a chosen coverage of a disordered, interacting layer. To see the effect of the reference error without using a chemical potential, take a closed system of $N$ molecules, of which $j$ have dissociated on the surface. Let $W_{2j}$ be the sum of Boltzmann factors for all arrangements of $2j$ atoms, including their interactions, and let $a$ be the remaining weight of one adsorbed atom. The probability of this state relative to $j=0$ is

$$
\frac{P_j}{P_0}=W_{2j}\,a^{2j}\,\frac{N!}{(N-j)!}\,q^{-j}
\approx W_{2j}\left(a^2\frac Nq\right)^j,\qquad j\ll N.
$$

From the definition of $q$ and the gas law,

$$
\frac Nq=\frac{p\lambda^3}{kT\,q_{\rm int}}\,e^{E_{\mathrm{O_2}}/kT}.
$$

This is the combination $z$ of the opening argument. Raising the molecular energy by $2\delta$ is compensated, for every $j$ at once, by multiplying $p$ by $e^{-2\delta/kT}$. The interactions sit in $W_{2j}$ and are untouched.

This sum was tested with $10^6$ molecules and a periodic lattice of 12 sites at one-quarter coverage, with no repulsion and with a repulsion of 0.1 eV per neighbouring pair. For both signs of a 0.2 eV error, and at both temperatures, the pressure ratio agreed with the exponential to within one part in $10^6$.

The same holds for a bulk oxide $\mathrm{M}_x\mathrm{O}_y$ in contact with its metal. If $g_{\rm ox}$ is the free energy per formula unit and $g_{\rm M}$ that per metal atom, coexistence requires

$$
y\mu_{\rm O}=g_{\rm ox}-xg_{\rm M}.
$$

With the right side unchanged, $\mu_{\rm O}$ at coexistence is fixed, and the pressure must again compensate $\delta$ per O atom. The calculated formation energy per formula unit, taken relative to O2, changes by $-y\delta$, but this change is shared among $y$ atoms, so $y$ drops out.

## When the surface energy is also wrong

Suppose that the calculated $\varepsilon_s$ is too high by $\delta_s$ per O atom. The calculated binding energy is then $E_b+\delta_s-\delta$, and

$$
\frac{p_{\rm pred}}{p_{\rm true}}
=\exp\!\left[-\frac{2(\delta-\delta_s)}{kT}\right].
$$

The difference between the errors counts. Equal errors cancel, as they must: shifting the energy zero of every O atom, in gas and on surface alike, has no physical effect.

A pressure scan tested this for surface phases with 0, 1, 2 and 4 O atoms and energies 0, −1.2, −2.2 and −3.6 eV. A gas error of 0.2 eV per atom moved all three phase boundaries by the predicted amount, to within 0.006 in $\ln p$, two steps of the scan. Adding an equal surface error per atom removed the shift.

The sign matters in practice. If a functional overbinds O2 relative to separate atoms, while its surface energy relative to those same atoms is right, then $\delta<0$ and the predicted onset pressure is too high. If it underbinds O2, the predicted pressure is too low.

## Worked example

The example is a model surface with round parameters: $E_b=-1.20$ eV, three surface modes of 0.050 eV, and an ordered layer covering one quarter of 15 sites per nm². The gas has a bond length of 0.12 nm and a vibrational quantum of 0.20 eV.

Write $\mu^\circ$ for the gas potential per O at $p_0=1$ atm, measured from $E_{\mathrm{O_2}}/2$. The onset condition then reads

$$
\ln\frac{p^*}{p_0}=\frac{2(E_b+F-\mu^\circ)}{kT}.
$$

At 600 K, $F=-0.074$ eV and $\mu^\circ=-0.610$ eV, so

$$
\ln\frac{p^*}{p_0}=\frac{2(-1.200-0.074+0.610)}{0.0517}\approx-25.7.
$$

With 1 atm = 760 Torr, this gives $p^*\approx5.3\times10^{-9}$ Torr. At 1000 K, $F=-0.212$ eV and $\mu^\circ=-1.098$ eV, so

$$
\ln\frac{p^*}{p_0}=\frac{2(-1.200-0.212+1.098)}{0.08617}\approx-7.3,
$$

and the unrounded energies give $p^*\approx0.51$ Torr.

The error factors are

$$
e^{0.4/0.05170}=e^{7.736}\approx2.3\times10^3,\qquad
e^{0.4/0.08617}=e^{4.642}\approx1.0\times10^2.
$$

The resulting onset pressures, in Torr, are:

| O2 reference | 600 K | 1000 K |
|---|---:|---:|
| correct | $5.3\times10^{-9}$ | 0.51 |
| 0.2 eV/atom too high | $2.3\times10^{-12}$ | 0.0050 |
| 0.2 eV/atom too low | $1.2\times10^{-5}$ | 53 |

If the sign of the error is unknown, the interval between the last two rows spans the square of the factor: about $5\times10^6$ at 600 K and $1\times10^4$ at 1000 K.

## Comparison and required accuracy

The opening estimate and the derivation agree because the symmetry already contains all that determines the ratio. What the derivation adds is the absolute pressure and the conditions of validity.

The exponent varies as $1/T$: $7.736\times600/1000=4.642$. Heating makes the pressure prediction less sensitive, but slowly. One decade of error would remain at about $600\times3.36\approx2000$ K, if the surface and the molecular gas still existed in the assumed form. For $2|\delta|\ll kT$ the factor approaches $1-2\delta/kT$; at 600 K and 1000 K a 0.2 eV error is far outside this linear regime.

Setting the factor equal to 10 gives the energy error that costs one decade:

$$
|\delta|_{10}=\frac{kT\ln10}{2},
$$

or 0.060 eV per atom at 600 K and 0.099 eV at 1000 K. The unit of the quoted error is equally important. If 0.2 eV is an error per *molecule*, the exponent is halved and the factors become their square roots, 48 and 10.

## The same error read as a temperature shift

An experiment may hold the pressure fixed and vary the temperature. For O2 placed too high, the predicted onset temperature $T'$ solves

$$
\mu^\circ(T')+\frac{kT'}{2}\ln\frac p{p_0}-F(T')=E_b-\delta.
$$

The left side falls as temperature rises, so the layer is predicted to survive to a higher temperature. A linear estimate needs the rate of this fall. Between 600 K and 1000 K, $\mu^\circ-F$ goes from −0.536 to −0.886 eV, an average fall of 0.88 meV/K. The pressure term adds $(k/2)\ln(p_0/p)$.

At the pressure of the true 600 K onset, this term is $0.0431\times25.7\approx1.11$ meV/K. The total is 1.98 meV/K, and the shift is $200/1.98\approx101$ K. The full solution gives 700 K in place of 600 K. At the pressure of the true 1000 K onset, the term is $0.0431\times7.3\approx0.31$ meV/K, the total is 1.19 meV/K, and the estimated shift is 168 K; the full solution gives 1172 K.

The temperature error is therefore larger in the second case although the pressure factor is smaller. The two cases are held at different pressures, and at the higher pressure the gas has less entropy per atom with which to offset a given energy error.

## Oxygen fixed by a water–hydrogen mixture

Very low oxygen pressures can be set by equilibrium with H2O and H2. The reaction $\mathrm{H_2}+\tfrac12\mathrm{O_2}\rightleftharpoons\mathrm{H_2O}$ gives

$$
r=\frac{p_{\mathrm{H_2O}}}{p_{\mathrm{H_2}}}
=K(T)\sqrt{\frac p{p_0}}.
$$

If the erroneous onset pressure is converted with the correct $K$, the onset ratio $r$ is wrong by the square root, $e^{-\delta/kT}$: a factor of 48 at 600 K and 10 at 1000 K for a 0.2 eV error.

One can instead calculate the surface reaction directly, using $\mu_{\rm O}=\mu_{\mathrm{H_2O}}-\mu_{\mathrm{H_2}}$. The O2 energy then does not enter $r$, and its error disappears from this prediction. Errors in the H2O, H2 and surface energies remain.

For the model surface above, this route is only formal. Measured molecular data give $K\approx4\times10^{18}$ at 600 K and $1\times10^{10}$ at 1000 K, so its true onsets would need $r\approx10^{13}$ and $3\times10^8$. Even pure steam at 1 atm, which dissociates slightly, has a smaller $r$ in equilibrium. The mixture is useful for surfaces and oxides that bind oxygen much more strongly.

## What the model leaves out

**Disorder.** On independent sites, the ratio of occupied to empty probability is $e^{(\mu_{\rm O}-\varepsilon_s-F)/kT}$. Since $\mu_{\rm O}$ contains $(kT/2)\ln p$ and equals $\varepsilon_s+F$ at $p^*$, this ratio is $\sqrt{p/p^*}$. Therefore

$$
p=p^*\left(\frac{\theta}{1-\theta}\right)^2 .
$$

For coverage $\theta=1/4$ this is $p^*/9$, in agreement with the computed 0.111. For independent sites, the choice between an ordered and a disordered layer thus moves the absolute onset by almost one decade. Repulsion between neighbours raises the onset of the disordered layer. If the ordered layer has no occupied neighbouring sites, its onset stays put, so a repulsion of order 0.1 eV per pair can cancel or even reverse the difference. True and predicted pressures still move together.

**Vibrations.** Surface modes softer by 20% multiply the onset pressure by 0.43 at 600 K and 0.36 at 1000 K when $E_b$ is held fixed. If the electronic binding is held fixed instead, the zero-point energy also falls, by $0.2\times\tfrac32\times0.050=0.015$ eV. The extra factor $e^{-0.030/kT}$ brings the totals to about 0.24 and 0.25.

**Gas non-ideality.** With a rough excluded volume of 0.05 nm³ per molecule, the ratio of excluded to available volume is $2.6\times10^{-5}$ at the highest pressure in the table. This is negligible here.

**Arrival of oxygen.** The flux on a surface is the gas density times the mean inward normal velocity:

$$
\Phi=\frac p{kT}\int_0^\infty v\sqrt{\frac m{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=\frac p{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac p{\sqrt{2\pi mkT}} .
$$

Each molecule brings two atoms. With $n_s$ sites per area, the shortest time to supply the layer, if every molecule sticks and none leaves, is $\theta n_s/(2\Phi)$. At 600 K this is 140 s at the true onset pressure, but $3.2\times10^5$ s, nearly four days, at the pressure predicted with O2 too high. At 1000 K the two times are 1.9 µs and 0.19 ms. At 600 K, then, an hour's exposure of an initially clean surface at this too-low predicted pressure would leave it almost bare whether or not the layer is stable, and could not decide the thermodynamic question.

## Beside real catalyst surfaces

The parameters are rough values of the order met on close-packed platinum, and are not fitted to any metal. Several other metals of the platinum group bind oxygen considerably more strongly, and binding also varies with face and coverage. Real catalysts break the assumption of identical sites: they have steps and defects, and may form surface or subsurface oxides. A site that binds O more strongly by 0.1 eV has its onset lowered by $e^{0.2/kT}$, a factor of 48 at 600 K and 10 at 1000 K. Reducing gases and slow dissociation can also keep the surface away from equilibrium with O2. The absolute pressures above are thus model values, uncertain by decades for a real surface. The ratio $e^{-2\delta/kT}$ is firmer: it needs equilibrium with a dilute O2 gas and an uncompensated reference error, but no precise value of the binding energy. The numerical output gives the values behind the example.

## Calculated quantities

```
INPUTS (rough model values)
reference error per O atom: 0.20 eV
binding energy per O: -1.20 eV
surface vibrational quantum (3 modes): 0.050 eV
O2 vibrational quantum: 0.20 eV
O2 bond length: 0.12 nm
O2 rotational constant B: 0.1814 meV
site density: 15 per nm^2
ordered-layer coverage: 0.25
AT 600 K
kT: 0.05170 eV
exponent 2 delta/kT: 7.736
pressure factor: 2290.1
decades of pressure: 3.36
factor if error is per molecule: 47.85
error per atom for one decade: 0.0595 eV
gas potential per O at 1 atm: -0.610 eV
surface vibrational free energy: -0.074 eV
true model onset: 5.330e-09 Torr
onset, O2 too high in energy: 2.327e-12 Torr
onset, O2 too low in energy: 1.221e-05 Torr
onset T at true p, O2 too high: 700 K
disordered/ordered onset pressure: 0.111
pressure factor, modes 20% softer: 0.431
gas non-ideality at highest onset: 9.8e-12
minimum fill time at true onset: 1.39e+02 s
minimum fill time at too-low onset: 3.18e+05 s
AT 1000 K
kT: 0.08617 eV
exponent 2 delta/kT: 4.642
pressure factor: 103.7
decades of pressure: 2.02
factor if error is per molecule: 10.18
error per atom for one decade: 0.0992 eV
gas potential per O at 1 atm: -1.098 eV
surface vibrational free energy: -0.212 eV
true model onset: 5.142e-01 Torr
onset, O2 too high in energy: 4.957e-03 Torr
onset, O2 too low in energy: 5.334e+01 Torr
onset T at true p, O2 too high: 1172 K
disordered/ordered onset pressure: 0.111
pressure factor, modes 20% softer: 0.360
gas non-ideality at highest onset: 2.6e-05
minimum fill time at true onset: 1.86e-06 s
minimum fill time at too-low onset: 1.93e-04 s
```
